# Power-law ion energies at a floating wall in a plasma afterglow

If every ion that reaches a floating surface after the power of a pulsed plasma is cut is assigned the sheath energy of the moment of switch-off, the bombardment is overestimated. In the example below that energy is 15.5 eV, while the model's mean over the afterglow is 6.4 eV. Averaging the falling sheath energy over time is no remedy, because the ion flux falls too: an early microsecond delivers more ions than a late one. The energy distribution follows from combining the two decays.

Consider a plasma of electrons, mass $m$, and singly charged positive ions, mass $M$, in a chamber of volume $V$ and wall area $A$. The power goes off at $t=0$. The electrons are Maxwellian with a uniform temperature $T$, measured in energy units, and the ions are cold. The bulk density is $n$, and the density at the sheath edge is $hn$ with constant $h$. There is no ionization after switch-off and no applied bias. The temperature is first taken to obey

$$
T=\frac{T_0}{s^2},\qquad s=1+\frac{t}{\tau}, \tag{1}
$$

where $\tau$ is a given cooling time. The condition under which wall loss itself produces this law is derived later.

The speed at which ions enter the sheath comes first. Let an electron's potential energy rise by a small amount $\eta T$ on going from the sheath edge towards the wall. The electron density falls to $hn\,e^{-\eta}\simeq hn(1-\eta)$. An ion entering with speed $u$ gains the energy $\eta T$, and since its flux is conserved its density becomes

$$
hn\left(1+\frac{2\eta T}{Mu^2}\right)^{-1/2}\simeq hn\left(1-\frac{\eta T}{Mu^2}\right).
$$

A sheath that repels electrons needs positive space charge, so the ion density must fall no faster than the electron density. This requires $u^2\ge T/M$. Taking the marginal case, which is the Bohm condition, gives $u=(T/M)^{1/2}$ and an entry energy $Mu^2/2=T/2$.

Next comes the sheath drop. Let $V_s$ be the energy an electron needs to cross the sheath. Only electrons with normal velocity above $v_b=(2V_s/m)^{1/2}$ reach the wall, and their flux is

$$
hn\int_{v_b}^{\infty}v\left(\frac{m}{2\pi T}\right)^{1/2}e^{-mv^2/2T}\,dv
=hn\left(\frac{T}{2\pi m}\right)^{1/2}e^{-V_s/T},
$$

because $v\,dv=(T/m)\,d(mv^2/2T)$. The density $hn$ here belongs to a complete Maxwellian. The collected electrons do not return, but the missing part is less than $\tfrac12e^{-V_s/T}$ of the density, under 0.5% in the example, and is neglected.

A floating wall carries no net current, so the electron flux equals the ion flux $hn(T/M)^{1/2}$. Cancelling $hnT^{1/2}$ and taking the logarithm gives

$$
V_s=\frac T2\ln\frac{M}{2\pi m}.
$$

In a collisionless sheath that changes little during an ion's transit, the ion gains $V_s$ on top of its entry energy. It therefore strikes the wall with

$$
E=\chi T,\qquad \chi=\frac12+\frac12\ln\frac{M}{2\pi m}. \tag{2}
$$

The impact energy is proportional to the electron temperature, with a factor that depends on the mass ratio alone.

The flux follows from particle balance. The number of ions in the chamber, $nV$, falls by $Ahnu$ per unit time. Dividing by $V$,

$$
\frac{dn}{dt}=-\nu n,\qquad \nu=\frac{hAu}{V}. \tag{3}
$$

Since $u\propto T^{1/2}\propto 1/s$, the loss rate is $\nu=\nu_0/s$, with $\nu_0=hAu_0/V$ and $u_0=(T_0/M)^{1/2}$. Using $dt=\tau\,ds$,

$$
\frac{dn}{n}=-\nu_0\tau\,\frac{ds}{s}
\quad\Longrightarrow\quad
n=n_0s^{-\alpha},\qquad \alpha=\nu_0\tau .
$$

The wall flux $\Gamma=hnu$ has one more factor $1/s$, from the Bohm speed:

$$
\Gamma=\Gamma_0s^{-\alpha-1},\qquad \Gamma_0=hn_0u_0 .
$$

Let $F(E)\,dE$ be the number of ions per unit wall area collected with energies between $E$ and $E+dE$. Since $E$ falls steadily with time, each energy belongs to one instant, and $F=\Gamma\,|dt/dE|$. With $E_0=\chi T_0$, equations (1) and (2) give $E=E_0/s^2$, so that

$$
s=\left(\frac{E_0}{E}\right)^{1/2},\qquad
\frac{dE}{ds}=-\frac{2E_0}{s^3},\qquad
\left|\frac{dt}{dE}\right|=\frac{\tau s^3}{2E_0}
=\frac{\tau}{2E_0}\left(\frac{E}{E_0}\right)^{-3/2}.
$$

The flux expressed in energy is $\Gamma_0(E/E_0)^{(\alpha+1)/2}$. Multiplying, the exponents add to $(\alpha+1)/2-3/2=\alpha/2-1$. With $p=\alpha/2$,

$$
F(E)=\frac{\Gamma_0\tau}{2E_0}\left(\frac{E}{E_0}\right)^{p-1},
\qquad E_1<E<E_0. \tag{4}
$$

The lower limit is the energy at the end of the off time $t_{\rm off}$, $E_1=E_0/(1+t_{\rm off}/\tau)^2$. Ions collected after the power returns do not belong to this distribution.

The integral of (4) must equal the number of ions lost from the plasma per unit wall area. It is

$$
\int_{E_1}^{E_0}F\,dE=\frac{\Gamma_0\tau}{2p}\left[1-\left(\frac{E_1}{E_0}\right)^p\right]
=\frac{n_0V}{A}\left[1-\left(\frac{E_1}{E_0}\right)^p\right], \tag{5}
$$

where the last step uses $2p=\nu_0\tau$ and $\Gamma_0/\nu_0=n_0V/A$. From $n=n_0s^{-2p}$ and $s^{-2}=E/E_0$ we also have

$$
\frac{n}{n_0}=\left(\frac{E}{E_0}\right)^p. \tag{6}
$$

The bracket in (5) is therefore $1-n(t_{\rm off})/n_0$, as ion conservation demands. Equation (6) also gives the exponent a direct meaning: $p$ measures how fast the plasma empties relative to how fast its sheath energy decays.

The inverse-square law alone does not fix the exponent, since $\nu_0$ and $\tau$ have so far been independent. Three regimes follow.

- If cooling is fast compared with loss, $p<1$: many ions are still in the chamber when the sheath has become weak, and $F$ falls with energy. As $p\to0$ at fixed energy limits, $F\propto1/E$, with equal numbers of ions in equal intervals of $\ln E$.
- At $p=1$ the distribution is flat.
- If cooling is slow, $p>1$ and $F$ rises with energy. For $p\gg1$ and a sufficiently long off time, most ions leave before $T$ has changed much, and they gather below $E_0$ in a range of order $E_0/p$.

The rising case was tested with a prescribed cooling time $\tau=3/\nu_0$, for which $p=1.5$. The integrated wall flux, sorted into 20 energy bins, agrees with (4) to a relative error of at most $8\times10^{-5}$.

Now let loss to the wall be the only process that cools the electrons. We need the energy removed with each electron. For those that cross the barrier, let $w=(mv^2/2-V_s)/T$ be the normal kinetic energy left at the wall, in units of $T$. Weighted by flux, $w$ is distributed as $e^{-w}$, so its mean is

$$
\frac{\int_0^\infty we^{-w}dw}{\int_0^\infty e^{-w}dw}=1 .
$$

The two transverse directions are unaffected by the barrier and contribute $T/2$ each. An electron thus delivers $T+T=2T$ to the wall.

Before arriving it has also climbed the whole potential rise from the bulk. This consists of $V_s$ in the sheath and, if ions fall freely from rest to the Bohm speed, $T/2$ in the region ahead of it, the presheath. The sum is $\chi T$, which is the energy the field gives to the accompanying ion. The electron energy density $\tfrac32nT$ therefore obeys

$$
\frac{d}{dt}\left(\frac32nT\right)=-n\nu(2+\chi)T .
$$

Expanding the left side and inserting $dn/dt=-\nu n$,

$$
\frac32n\frac{dT}{dt}-\frac32\nu nT=-n\nu(2+\chi)T
\quad\Longrightarrow\quad
\frac{dT}{dt}=-\frac{2\chi+1}{3}\,\nu T. \tag{7}
$$

The electrons cool because each one that leaves takes away more than the mean energy $\tfrac32T$. To find the time law, put $\nu=\nu_0(T/T_0)^{1/2}$ and $y=(T/T_0)^{-1/2}$. Then

$$
\frac{dy}{dt}=-\frac12\left(\frac{T}{T_0}\right)^{-3/2}\frac{1}{T_0}\frac{dT}{dt}
=\frac{2\chi+1}{6}\,\nu_0 .
$$

The right side is constant, so $y=1+t/\tau$ with $\tau=6/[(2\chi+1)\nu_0]$. This is the inverse-square law (1), now with a definite cooling time. Consequently

$$
p=\frac{\nu_0\tau}{2}=\frac{3}{2\chi+1}=\frac{3}{2+\ln(M/2\pi m)}. \tag{8}
$$

Chamber size, density and initial temperature have dropped out. A value $p\ge1$ would need $\ln(M/2\pi m)\le1$, or $M$ below about $17m$. Even a proton is far heavier, so with wall cooling alone the distribution falls with energy for any positive ion. A heavier ion gives a smaller $p$, but only through the logarithm: $p$ is 0.39 for a proton and 0.24 for an ion of 131 u.

The exponent in (8) is less delicate than the time law. Dividing (7) by $T$ and (3) by $n$, and then taking their ratio, removes $\nu$:

$$
\frac{d\ln T}{d\ln n}=\frac{2\chi+1}{3}=\frac1p .
$$

Hence $n/n_0=(T/T_0)^p=(E/E_0)^p$ for any positive $\nu(t)$. The number collected per area with energy above $E$ is $(n_0V/A)[1-(E/E_0)^p]$, and minus its derivative is

$$
F(E)=\frac{n_0V}{A}\,\frac{p}{E_0}\left(\frac{E}{E_0}\right)^{p-1},
$$

which is (4) again, because $\Gamma_0\tau/2=pn_0V/A$. If $h$ drifts during the afterglow, the temperature no longer follows (1) and $E_1$ moves, but the power law stays. This was tested by letting $h$ rise linearly to three times its initial value over the off time of the example. The final temperature drops to 0.34 of its constant-$h$ value, while the collected share follows the formula to within $3\times10^{-10}$ of the initial ion content.

The mean energy for a finite off time is the ratio of the integrals of $EF$ and $F$:

$$
\langle E\rangle=\frac{p}{p+1}\,
\frac{E_0^{\,p+1}-E_1^{\,p+1}}{E_0^{\,p}-E_1^{\,p}} . \tag{9}
$$

For a numerical case, take a model atomic ion of 40 u with $T_0=3$ eV, $n_0=10^{12}$ cm$^{-3}$, $h=0.3$ and $t_{\rm off}=50$ µs. The chamber is a cylinder of radius 15 cm and height 10 cm, so $V/A=3$ cm. The sheath drop is $4.68\,T$, hence $\chi=5.18$ and

$$
E_0=5.18\times3\ \text{eV}=15.5\ \text{eV},\qquad
p=\frac{3}{2(5.18)+1}=0.264 .
$$

The distribution therefore varies as $E^{-0.736}$. The Bohm speed is initially 2.69 km/s, which gives

$$
\nu_0=\frac{0.3\times2.69\times10^5\ \text{cm/s}}{3\ \text{cm}}=2.69\times10^4\ \text{s}^{-1},
\qquad
\tau=\frac{2\times0.264}{\nu_0}=19.6\ \text{µs}.
$$

At the end of the off time $s=1+50/19.6=3.55$. The temperature has fallen by $s^2=12.6$ to 0.24 eV, and the impact energy to $E_1=1.24$ eV. The density has fallen much less, to $12.6^{-0.264}=0.51$ of its initial value. About half the ions are thus still in the chamber when the power returns. The collected dose is

$$
10^{12}\ \text{cm}^{-3}\times3\ \text{cm}\times(1-0.512)=1.46\times10^{12}\ \text{cm}^{-2}.
$$

The distribution rises from $5.1\times10^{10}$ cm$^{-2}$ eV$^{-1}$ at $E_0$ to $3.3\times10^{11}$ at $E_1$, a factor of 6.4. Equation (9) gives a mean of 6.4 eV, and 47% of the collected ions have less than 5 eV. Direct integration of the particle and energy balances, with the wall flux sorted into 20 energy bins, reproduces the absolute distribution to a relative error of at most $1.3\times10^{-4}$. That tests the solution of the model, not the model's assumptions.

The neglected effects are sized below for a gas pressure of 5 mTorr and a gas temperature of 350 K. An etch gas may be molecular and may form negative ions. Vibrational excitation then adds electron cooling, and negative ions change the sheath entry condition, so (8) should not be carried over to them. A biased wafer needs a different relation between $E$ and $T$. Even for an atomic gas and a floating wall, three assumptions fail noticeably in the example.

The first is the absence of inelastic collisions. If the discharge was steady before switch-off, ionization balanced wall loss at $T_0$, and it cannot stop at once. A second integration includes it with rough thresholds of 16 eV for ionization and 12 eV for excitation, and an initial cost of 50 eV per ion pair. The rates fall as $\exp[-\varepsilon(1/T-1/T_0)]$, where $\varepsilon$ is the threshold. The electrons then cool faster at first, and the mean ion energy drops from 6.4 to 5.1 eV. The share of ions above $E_0/2$ drops from 34% to 21%. At 1.5 eV the ionization rate is already down by $e^{-16/3}\simeq0.005$. By the end of the off time the local exponent $d\ln n/d\ln E$ has returned to 0.264; agreement with (8) within 1% was tested. The low-energy part keeps its slope, while the high-energy part is depleted. Metastable atoms, which can give energy back to the electrons during the afterglow, are left out of this estimate.

The second is the Maxwellian tail. Electrons energetic enough to escape cross the 10 cm chamber quickly, and Coulomb collisions must replace them. At speed $v$ the crossing rate is $v/L$, with $L=10$ cm, and the collision rate is roughly $ne^4\ln\Lambda/(4\pi\epsilon_0^2m^2v^3)$, where $e$ is the elementary charge and the Coulomb logarithm is set to 10. For electrons of energy $\chi T$ their ratio is 37 at switch-off and 0.46 at the end. It varies as $T^2/n$, so cooling gradually favours the Maxwellian. This ratio overstates the depletion, for two reasons. An electron just above the barrier escapes only if nearly all its energy is in motion normal to the wall. Electrons above $\chi T$ are 1.6% of the total, so in the model their loss rate is $\nu_0/0.016=1.7\times10^6$ s$^{-1}$, against $v/L=2.3\times10^7$ s$^{-1}$. Also, refilling the tail needs an energy shift of only about $T$, which Coulomb collisions supply at about $2\chi$ times the rate above. The loss rate divided by this refilling rate is 0.26 at switch-off and 0.003 at the end.

Dividing the tail by one plus the ratio of crossing rate to collision rate would lower $\chi$ to 2.75 at the start and the mean energy to about 4.9 eV, but for the reasons just given this is far too strong. A quasi-steady Fokker–Planck treatment of an isotropic tail, with the same Coulomb logarithm, lowers $\chi$ to about 4.5 at the initial and 5.16 at the final temperature and density. Each lost electron then removes less energy, the electrons cool more slowly, and the mean ion energy stays near 6.4 eV. If escape is also limited by scattering into the loss cone, at a rough elastic rate coefficient of $10^{-7}$ cm$^3$ s$^{-1}$, the initial $\chi$ is about 4.0 and the mean about 6.0 eV. The final local exponent is 0.27 to 0.29. It exceeds 0.264 because less energy leaves with each electron and because $\chi$ rises while $T$ falls. Depletion thus lowers the highest impact energies by some 15 to 25%, but it changes the mean less than inelastic loss does. The two corrections were estimated separately and should not simply be added.

The third is the free fall of ions ahead of the sheath. With a rough charge-exchange cross-section of $10^{-14}$ cm$^2$, the ion mean free path is 7 mm, much shorter than half the chamber height. Ions still enter the sheath at about the Bohm speed, but part of the energy they gain on the way goes to the gas. If Boltzmann electrons connect the bulk density to the edge density, the presheath drop is $T\ln(1/h)=1.20\,T$ instead of $T/2$. Charging this larger drop to the electrons, with the impact energy left at $\chi T$, changes $p$ from 0.264 to 0.235.

The remaining approximations are milder for these numbers. Measured from the point where the potential energy has changed by $0.1\,T$, the initial sheath is 0.25 mm wide, and an ion has about a 3% chance of charge exchange in it. Its transit takes 0.06 µs, or 0.6% of the initial energy decay time $\tau/2$. Thermal ion motion, with a velocity spread $(T_g/M)^{1/2}$ at gas temperature $T_g$, blurs the energy by about $Mu(T_g/M)^{1/2}=(TT_g)^{1/2}$. That is 2% of $E$ at the start and 7% at the end. It is an upper estimate, valid if the ions still have this velocity spread while drifting at the Bohm speed; ions that start thermal and fall freely through a static field keep an energy spread of order $T_g$ only, 0.2% and 3%. Charge exchange ahead of the sheath adds a spread of its own, because ions begin their last free fall at different potentials. It is a fraction of $T$, or several per cent of $E$. Elastic cooling by the gas, for a rough rate coefficient of $10^{-7}$ cm$^3$ s$^{-1}$, is about 1% of wall cooling at the end. Coulomb collisions with ions at the gas temperature matter more: they reach roughly 10% of wall cooling at the end and lower the local exponent there to about 0.24, but change the mean ion energy by less than 1%.

The power law cannot be continued to zero energy by lengthening the off time. At 50 µs the gas temperature is already 13% of the electron temperature. As $T$ approaches $T_g$, the ions can no longer be treated as cold. Their thermal motion then affects both the speed at which they enter the sheath and the spread of their impact energies, and (4) no longer applies.

## Calculated quantities

```
Ion mass: 40 u
Initial electron temperature T0: 3 eV
Initial density n0: 1e+12 cm^-3
Off time: 50 us
Chamber radius: 15 cm
Chamber height: 10 cm
Edge-to-bulk density ratio h: 0.3
Volume/area: 3 cm
Gas pressure: 5 mTorr
Gas temperature: 350 K
Sheath drop / T: 4.68
Ion energy / T, chi: 5.18
Initial Bohm speed: 2.69 km/s
Initial loss rate nu0: 2.69e+04 1/s
alpha = nu0*tau: 0.5282
p: 0.2641
Spectrum exponent p-1: -0.7359
Cooling time tau: 19.64 us
Final s: 3.546
Final electron temperature: 0.2385 eV
Final density / n0: 0.5124
Upper energy E0: 15.54 eV
Lower energy E1: 1.235 eV
Initial ion flux: 8.07e+16 cm^-2 s^-1
Spectrum at E0: 5.099e+10 cm^-2 eV^-1
Spectrum at E1: 3.286e+11 cm^-2 eV^-1
Ion dose per afterglow: 1.463e+12 cm^-2
Mean ion energy: 6.387 eV
Share of ions below 5 eV: 0.4693
Max relative error, cooling law: 7.7e-11
Max relative bin error, wall cooling: 0.00013
Max relative bin error, p=1.5: 8e-05
Drifting h: max error of collected share: 2.6e-10
Drifting h: final T / constant-h T: 0.3388
Rough thresholds, pair cost: 16.0, 12.0, 50.0 eV
With inelastic loss: mean E 5.09 eV, final p 0.2641
Share above E0/2: law 0.343, inelastic 0.21
Tail escape/collision rate: start 37, end 0.46
Depleted-tail chi: start 2.75, end 4.84
With depleted tail: mean E 4.85 eV, final p 0.347
Depleted tail: share above E0/2: 0.0693
Sheath width: start 0.25, end 0.097 mm
Ion transit: start 0.06, end 0.084 us
Transit / energy decay time: start 0.0061, end 0.0024
Rough charge-exchange cross-section: 1e-14 cm^2
Charge-exchange mean free path: 7.2 mm
Initial sheath collision chance: 0.033
Thermal ion spread / E: start 0.019, end 0.069
Gas temperature / final electron temperature: 0.13
Elastic / wall cooling rate at end: 0.013
p with presheath drop T*ln(1/h): 0.235
```
